# Band Bending in Fully Depleted Spherical Grains and Slabs

**Q.** Suppose I model a grain in a semiconductor film as a slab between parallel boundaries. A real grain is closed on all sides. If I replace the slab by a sphere of the same width, why should the band bending change at all? The doping and the material are the same.

**A.** Let us fix what is compared. The sphere has radius \(R\); the slab has thickness \(2R\) and is very wide. Both contain \(N\) ionized donors per unit volume, smeared into a uniform charge density \(\rho=eN\), with \(e>0\). Both have permittivity \(\varepsilon\). Traps at the surface have captured the donors' electrons, so the interior holds practically no mobile charge: it is fully depleted. The slab loses its electrons equally to both faces.

In Gaussian units the potential obeys \(\nabla^2\phi=-4\pi\rho/\varepsilon\). An electron has charge \(-e\), so the conduction-band edge follows \(U=-e\phi\). Multiplying Poisson's equation by \(-e\) gives

\[
\nabla^2U=a,\qquad a=\frac{4\pi e^2N}{\varepsilon}.
\]

The band bending is \(\Phi=U(\text{surface})-U(\text{centre})\). Since \(a>0\), the band curves upward from the centre, and the surface is a barrier for electrons.

**Q.** The same \(a\) appears for both shapes. Doesn't that give the same parabola?

**A.** It fixes the sum of the curvatures along three perpendicular directions, not each curvature. In the slab \(U\) depends on \(x\) alone, so \(U''=a\). The two faces are equivalent, hence \(U'(0)=0\) at the midplane. Integrating twice,

\[
U'(x)=ax,\qquad
\Phi_{\rm slab}=\int_0^R ax\,dx=\frac{aR^2}{2}=\frac{2\pi e^2NR^2}{\varepsilon}.
\]

In the sphere \(U\) depends on \(r\) alone, and the Laplacian is

\[
\frac1{r^2}\frac{d}{dr}\left(r^2U'\right)=a
\quad\Rightarrow\quad
r^2U'=\frac{ar^3}{3}+C .
\]

A nonzero \(C\) would give a field \(C/r^2\), that of a point charge at the centre. There is none, so \(C=0\) and

\[
U'(r)=\frac{ar}{3},\qquad
\Phi_{\rm sphere}=\int_0^R\frac{ar}{3}\,dr=\frac{aR^2}{6}
=\frac{2\pi e^2NR^2}{3\varepsilon}.
\]

Dividing the two results,

\[
\frac{\Phi_{\rm sphere}}{\Phi_{\rm slab}}=\frac{aR^2/6}{aR^2/2}=\frac13 .
\]

**Q.** Where does the three come from physically?

**A.** At the centre of the sphere the three directions are equivalent, so each carries curvature \(a/3\). In the slab one direction carries all of it. Gauss's law says the same thing in terms of charge. The field at distance \(r\) is set by the enclosed charge per unit of enclosing area. For the sphere, volume over area is \((4\pi r^3/3)/(4\pi r^2)=r/3\); for half the slab it is \(x\).

A long cylinder of radius \(R\) lies between them: volume over area is \(r/2\), so \(\Phi=aR^2/4\), half the slab value.

**Q.** Suppose my slab loses electrons through one face only.

**A.** Then the zero of the field moves to the other face, and the parabola extends over the whole thickness:

\[
\Phi_{\text{one face}}=\frac{a(2R)^2}{2}=2aR^2=4\Phi_{\rm slab}.
\]

The sphere then has \((aR^2/6)/(2aR^2)=1/12\) of the slab's bending. The factor one third belongs to symmetric depletion.

**Q.** Your sphere sits alone in space. In a film it touches other charged grains, and its surface charge is surely not uniform. Why should the result survive?

**A.** It survives if "surface" means the average over the spherical surface. Consider a unit charge at distance \(s\) from the centre. With \(c\) the cosine of the angle between it and a surface point, the average of the inverse distance is

\[
\frac12\int_{-1}^{1}\frac{dc}{\sqrt{R^2+s^2-2Rsc}}
=\frac{(R+s)-|R-s|}{2Rs}
=\begin{cases}1/R,&s\le R\\ 1/s,&s\ge R.\end{cases}
\]

The value at the centre is \(1/s\). A charge on or outside the surface therefore shifts the centre and the surface average equally, and drops out of their difference. This covers trapped electrons, neighbouring grains, and the polarization charge that appears if the surroundings have another permittivity. The permittivity inside must be uniform.

A donor inside does contribute. It lowers the electron energy by \(e^2/(\varepsilon s)\) at the centre and by \(e^2/(\varepsilon R)\) on the surface average, so it adds \((e^2/\varepsilon)(1/s-1/R)\) to the bending. Summing over all donors,

\[
\Phi_{\rm sphere}=\frac{e^2N}{\varepsilon}\int_0^R4\pi s^2\left(\frac1s-\frac1R\right)ds
=\frac{4\pi e^2N}{\varepsilon}\left(\frac{R^2}{2}-\frac{R^2}{3}\right)
=\frac{2\pi e^2NR^2}{3\varepsilon}.
\]

This is the earlier result. What neighbours can change is the barrier at one particular surface point, which may lie above or below the average.

**Q.** You assumed full depletion. What must the surface provide?

**A.** Enough traps, and deep enough ones. Neutrality requires the trapped electrons to balance the donors. Per unit area that means

\[
q_{\rm sphere}=\frac{N\,(4\pi R^3/3)}{4\pi R^2}=\frac{NR}{3},\qquad
q_{\rm slab}=\frac{N\,(2R)}{2}=NR,
\]

the last figure being for each face. With \(N_t\) traps per unit area of grain face, depletion requires \(N<3N_t/R\) for the sphere and \(N<N_t/R\) for the slab. These conditions are necessary, not sufficient: shallow traps would not hold the electrons. One must also find that the electron density at the centre is far below \(N\).

**Q.** Give me numbers for a material.

**A.** Take n-type polycrystalline silicon with rough typical parameters: grain diameter 50 nm, so \(R=25\) nm; \(N=5\times10^{17}\ \mathrm{cm^{-3}}=5\times10^{-4}\ \mathrm{nm^{-3}}\); \(\varepsilon=11.7\); temperature 300 K, where \(kT=0.02585\) eV. In these units \(e^2=1.440\) eV nm. Then

\[
\Phi_{\rm slab}=\frac{2\pi(1.440)(5\times10^{-4})(25)^2}{11.7}\ \mathrm{eV}=0.242\ \mathrm{eV},
\qquad
\Phi_{\rm sphere}=0.081\ \mathrm{eV}.
\]

In equilibrium, with Boltzmann statistics, the electron density at the surface is \(e^{-\Phi/kT}\) times that at the centre. This factor is \(8.7\times10^{-5}\) for the slab and \(0.044\) for the sphere. A third of the barrier means the cube root of the Boltzmann factor.

**Q.** And is this grain really depleted?

**A.** Let the traps be neutral when empty, lie 0.56 eV below the conduction band, and number \(2\times10^{12}\ \mathrm{cm^{-2}}\) per grain face. The required charges are

\[
q_{\rm sphere}=4.2\times10^{11}\ \mathrm{cm^{-2}},\qquad
q_{\rm slab}=1.25\times10^{12}\ \mathrm{cm^{-2}},
\]

so the traps are filled to fractions \(f=0.208\) and \(0.625\). The filling locates the Fermi level \(E_F\). With \(f=1/[1+e^{(E_t-E_F)/kT}]\), spin degeneracy of the trap left out,

\[
E_t-E_F=kT\ln\frac{1-f}{f}.
\]

For the sphere this is \(+0.035\) eV, and for the slab \(-0.013\) eV. At the surface the conduction band is therefore \(0.56+0.035=0.595\) eV above \(E_F\) in the sphere and \(0.547\) eV in the slab. At the centre we subtract the bending and obtain 0.514 and 0.305 eV.

The electron density there is \(N_c\) times the Boltzmann factor. Silicon's six valleys, with rough masses 0.92 and 0.19 of the free-electron mass, give \(N_c=2.74\times10^{19}\ \mathrm{cm^{-3}}\). The result is \(n/N\approx1.3\times10^{-7}\) for the sphere and \(4\times10^{-4}\) for the slab. Both are depleted, and since \(n\ll N_c\), Boltzmann statistics are justified.

**Q.** You used the depletion formula to prove depletion. That is circular.

**A.** It is a consistency argument, so let us drop the assumption. Keep the mobile electrons and solve

\[
\nabla^2U=a\left(1-\frac nN\right),\qquad n=N_c\,e^{-(E_c-E_F)/kT},
\]

where \(E_c\) is the local band edge. The surface slope is \(4\pi e^2q/\varepsilon\), with \(q=fN_t\) determined by the trap filling at that same surface. I integrated this outward from the centre numerically, adjusting the central density until the surface condition held. Donors were taken as fully ionized and holes were left out.

At 300 K the bendings are 0.0806 and 0.2416 eV, with ratio 0.3334. At 400 K they are 0.0806 and 0.2400 eV, with ratio 0.336. The small rise has a plain cause: the hotter slab has \(n/N=0.013\) at its centre, and these electrons cancel part of the donor charge. The sphere still has only \(2\times10^{-5}\).

**Q.** Show me a case where the one-third law breaks down.

**A.** Keep the size and the traps, and raise the doping to \(1.2\times10^{18}\ \mathrm{cm^{-3}}\). The limits \(N_t/R\) and \(3N_t/R\) are \(8\times10^{17}\) and \(2.4\times10^{18}\ \mathrm{cm^{-3}}\), so the slab can no longer be emptied but the sphere can. The same numerical solution gives 0.193 eV for the sphere and 0.280 eV for the slab. The ratio is 0.69.

The sphere has followed its formula: \(0.0806\times1.2/0.5=0.193\) eV. The slab has run out of traps, which are 99.9% full, and at its centre \(n/N=0.86\). Donors are still taken as fully ionized; at this doping real ones would be partly neutral near the slab's centre, which lowers \(n\) there but hardly changes the bending.

**Q.** Can you account for 0.280 eV without the computer?

**A.** Yes, given that central density \(n_0\). Measure \(U\) from the centre, so \(n=n_0e^{-U/kT}\). Multiply the slab equation by \(U'\) and integrate from the centre, where \(U'=0\), to the surface:

\[
\frac12U'(R)^2=a\int_0^{\Phi}\left(1-\frac{n_0}{N}e^{-U/kT}\right)dU
=a\left[\Phi-\frac{n_0}{N}kT\left(1-e^{-\Phi/kT}\right)\right].
\]

The surface slope is \(U'(R)=4\pi e^2q/\varepsilon=aW\), where \(W=q/N\) is the thickness whose donors balance the trapped charge. Here \(e^{-\Phi/kT}\) is negligible, so

\[
\Phi\simeq\frac{aW^2}{2}+\frac{n_0}{N}kT .
\]

With full traps \(W=2\times10^{12}/(1.2\times10^{18})\) cm \(=16.7\) nm. Scaling the earlier slab value, the first term is \(0.2417\times2.4\times(16.7/25)^2=0.258\) eV. The second is \(0.86\times0.0259=0.022\) eV. Their sum is 0.280 eV.

**Q.** Back to the original doping. How many donors does such a grain contain? A smooth charge density looks suspicious at 25 nm.

**A.** The mean number is \(M=4\pi NR^3/3=32.7\), and the suspicion is justified. Let donors be placed independently. Divide the sphere into small cells \(dV\), each holding a donor with probability \(N\,dV\). A cell that contributes \(g\) when occupied adds \(g^2N\,dV\) to the variance, to leading order in \(dV\). With \(g=(e^2/\varepsilon)(1/s-1/R)\),

\[
\mathrm{var}\,\Phi=\frac{e^4N}{\varepsilon^2}\int_0^R4\pi s^2\left(\frac1s-\frac1R\right)^2ds
=\frac{4\pi e^4N}{\varepsilon^2}\int_0^R\left(1-\frac sR\right)^2ds
=\frac{4\pi e^4NR}{3\varepsilon^2}.
\]

In terms of \(M\), the standard deviation is \(e^2\sqrt M/(\varepsilon R)\) and the mean is \(e^2M/(2\varepsilon R)\). Hence

\[
\frac{\Delta\Phi}{\Phi}=\frac{2}{\sqrt M}=0.35,
\qquad \Delta\Phi=0.028\ \mathrm{eV}.
\]

Placing donors at random in 60,000 spheres gave a relative scatter of 0.346. So the one-third law describes the mean over many grains; a single grain can depart from it considerably. This scatter refers to the potential at the central point. An electron spread over several nanometres feels a local average, whose scatter I have not computed.

**Q.** Spheres do not fill space either. What about a grain with flat sides?

**A.** Take a cube of edge \(2R\), with all its faces at one potential. Solving \(\nabla^2U=a\) by finite differences gives a centre-to-surface bending 0.450 times that of the slab, or 0.109 eV. Going from 59 to 119 interior points per edge moved the factor by \(1.4\times10^{-4}\).

The cube's value is 35% above the sphere's. The comparison holds the width fixed, not the volume. By symmetry the curvature at the cube's centre is also \(a/3\) in each direction. Away from the centre, however, \(U\) is not a function of \(r\) alone, and the corners lie farther out than \(R\).

**Q.** An electron cannot sit at the bottom of a parabola. Does quantum mechanics spoil the barrier?

**A.** It does not change \(\Phi\), but it raises the level from which the electron starts. The well is \(U=\Phi r^2/R^2\). Setting this equal to \(m\omega^2r^2/2\) gives

\[
\hbar\omega=\frac{\hbar}{R}\sqrt{\frac{2\Phi}{m}} .
\]

If the wall at \(R\) is far enough away, the zero-point energy is \(\tfrac32\hbar\omega\) in the sphere and \(\tfrac12\hbar\omega\) across the slab. Because \(\omega\propto\sqrt\Phi\), the sphere's value is \(3/\sqrt3=\sqrt3\) times the slab's.

Silicon's mass is anisotropic. Using the light mass 0.19 in every direction can only raise the kinetic energy, so it yields an upper bound within effective-mass theory. A finite-difference solution with a hard wall at the surface gives bounds of 15 meV for the sphere and 9 meV for the slab. That is up to 19% of the sphere's bending, but at most 4% of the slab's.

**Q.** Thin barriers leak. Could tunnelling matter more than the shape?

**A.** Here it matters less. Two touching grains form a cusp-shaped barrier, one parabola on each side. Classical flow over the top is proportional to \(\int_\Phi^\infty e^{-E/kT}dE=kT\,e^{-\Phi/kT}\). Adding the flow below the top, with a WKB transmission, multiplies the total by

\[
F=1+\int_0^\Phi\frac{dE}{kT}\,e^{(\Phi-E)/kT}
\exp\left[-\frac4\hbar\int_{r_E}^{R}\sqrt{2m\left(\frac{\Phi r^2}{R^2}-E\right)}\,dr\right],
\]

where \(r_E=R\sqrt{E/\Phi}\) is the turning point. The factor 4 combines the usual 2 of WKB with the two halves of the barrier. With the light mass and the shortest path through the contact, numerical integration gives \(F\approx1.5\) for spheres and \(2.5\) for slabs. A classical barrier lower by \(kT\ln F\) would pass the same flow: 10 meV lower for the spheres and 23 meV for the slabs. These are estimates, since WKB is crude near the cusp: solving the one-dimensional wave equation for the same barrier, which includes reflection above the top, gives about 1.4 and 2.3 instead of 1.5 and 2.5. With the heavy mass 0.92 it gives 1.2 and 1.5. The effect of shape on the flow is not the 0.16 eV difference in bending. The classical flow follows the electron density at the surface, set by \(E_c-E_F=0.595\) and \(0.547\) eV. These differ by 48 meV, so the slab, despite its larger bending, passes about six times more than the sphere. That factor still exceeds the tunnelling factors, but not by an order of magnitude.

**Q.** Would the surface field cause breakdown first?

**A.** Both parabolas have surface slope \(2\Phi/R\). The fields are 0.064 MV/cm for the sphere and 0.19 MV/cm for the slab, against an avalanche field of roughly 0.4 MV/cm in lightly doped silicon, and higher at this doping. Moreover, the band drops by only 0.08 and 0.24 eV, far less than the 1.12 eV gap, so these fields alone cannot give a carrier the energy to create a pair. These are built-in fields, and they point in opposite directions on the two sides of a boundary. A voltage applied across the boundary therefore strengthens the field on one side and weakens it on the other.

**Q.** How close is all this to an actual polysilicon film?

**A.** The trap density, about \(10^{12}\) per square centimetre, is of a realistic order, and grains of tens of nanometres belong to fine-grained films. The doping suits a moderately doped layer; it is far above that of a transistor channel left undoped. Donors such as arsenic and phosphorus partly segregate to the boundaries, so \(N\) means the active density inside the grain, which can lie below the amount introduced. Real boundaries have traps spread in energy, and real grains are irregular polyhedra of many sizes. For the numbers used here, replacing the sphere by a cube with all faces at one potential moves the bending from 0.081 to 0.109 eV, and random donor positions scatter it by 0.028 eV rms. A spread in size enters as \(R^2\): at fixed doping and full depletion, a grain 20% wider has 44% more bending.

**Q.** So if I measured a barrier and used the slab formula to infer the doping, I would be wrong by three?

**A.** If the grains were depleted spheres of known diameter, and the measured quantity were the mean centre-to-surface bending, yes. Since \(\Phi\propto N\), the slab formula would return one third of the true doping. If you knew the doping and inferred the size instead, \(\Phi\propto R^2\) would give a diameter too small by \(\sqrt3\). For cubes with all faces at one potential, the inferred doping would be 0.45 of the true value; partly filled traps do not hold the faces at one potential. With the traps used here, and identical cubes stacked in a regular array, a numerical solution gives a bending of 0.10 eV at the middle of a face and 0.15 eV at a corner. The face average is 0.117 eV, or 0.48 of the slab value. An activation energy from conductance measures something else. Classical flow over the barrier varies mainly as \(e^{-(E_c-E_F)/kT}\), with \(E_c\) taken at the surface. For the single trap level used here, \(E_c-E_F=0.56\ \mathrm{eV}+kT\ln[(1-f)/f]\), and full depletion fixes \(f\). The logarithm then contributes only a constant factor, so the activation energy of the electron flow is about the trap depth for sphere and slab alike, whatever the bending: 0.56 eV, or 0.59 eV at 300 K once the power-law prefactor adds about \(kT\). Tunnelling lowers it by 0.01 to 0.03 eV. This covers electrons only. In the depleted sphere \(E_F\) lies near midgap, and holes, whose barrier top is the centre of the grain, number \(n_i^2/n\approx1.5\times10^{9}\ \mathrm{cm^{-3}}\) there (with \(n_i\approx10^{10}\ \mathrm{cm^{-3}}\)) against \(2.8\times10^{9}\ \mathrm{cm^{-3}}\) electrons at the surface; at 400 K they outnumber them. They do not affect the bending, but they carry a comparable current with a larger activation energy, so a film of such spheres would show more than the trap depth. In the slab the holes are negligible.
